**WKB transmission of a trapezoidal gate barrier**

The program examines the exponent 2S = (4d/3)(κ1² + κ1κ2 + κ2²)/(κ1 + κ2) and the matched transmission T, where d is the insulator thickness and κ1, κ2 are the decay constants at its channel and gate sides. It asserts that the exponent agrees with quadrature and that the matched formula reproduces numerical transmission through thin and thick rectangular barriers. For sloping barriers it compares T with direct integration of the Schrödinger equation and asserts that the error roughly halves when the thickness doubles at fixed end heights. The escape rate of a quasi-bound channel level is compared with the complex-energy pole of the Airy-function solution; the two level widths differ by 0.6 per cent. For a 4 nm barrier falling from 2.0 to 1.3 eV, with mass 0.2 m0, the output gives 2S = 23.50, T = 1.34 × 10⁻¹⁰ and a model leakage of 0.15 A/cm². The output also sizes neglected effects: a two-band dispersion raises the barrier factor about 39 times, and roughly 8 × 10⁸ suitably placed traps per cm² would match direct tunnelling in an order-of-magnitude estimate.

## Check in Python

```python
# Result under test: WKB tunnelling through a trapezoidal gate barrier.
#   2S = (4d/3)(K1^2 + K1 K2 + K2^2)/(K1 + K2),  Ki = sqrt(2 mb phi_i)/hbar
#   T  = 4 r1 r2 / [(r1+r2)^2 + (1+r1^2)(1+r2^2) sinh(S)^2]
# phi1, phi2: barrier above the electron energy at channel and gate side;
# d: thickness; mb: barrier mass; ri = (ki/mi)/(Ki/mb), with ki, mi the
# wave number and mass in the electrode. At phi1 = phi2 it is a rectangle.
# A quasi-bound channel level escapes at the rate T/(round-trip time).
# Internal units: eV, nm, free-electron mass.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

HB2 = const.hbar**2 / const.m_e / const.e * 1e18       # hbar^2/m0, eV nm^2
HBAR = const.hbar / const.e                            # eV s
E2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9     # Gaussian e^2, eV nm
KB = const.k / const.e                                 # eV/K


def wave_number(energy, mass):
    return np.sqrt(2 * mass * energy / HB2)


def exponent_from_kappas(ka, kb, d):
    return 4 * d / 3 * (ka**2 + ka * kb + kb**2) / (ka + kb)


def exponent(phi1, phi2, d, mb):
    return exponent_from_kappas(wave_number(phi1, mb), wave_number(phi2, mb), d)


def exponent_quadrature(kappa_squared, d, points=None):
    return 2 * quad(lambda x: np.sqrt(max(kappa_squared(x), 0.0)), 0, d,
                    points=points, limit=300)[0]


def ratios(phi1, phi2, mb, k1, m1, k2, m2):
    return (k1 / m1 / (wave_number(phi1, mb) / mb),
            k2 / m2 / (wave_number(phi2, mb) / mb))


def wkb_transmission(phi1, phi2, d, mb, k1, m1, k2, m2):
    r1, r2 = ratios(phi1, phi2, mb, k1, m1, k2, m2)
    s = exponent(phi1, phi2, d, mb) / 2
    return 4 * r1 * r2 / ((r1 + r2)**2
                          + (1 + r1**2) * (1 + r2**2) * np.sinh(s)**2)


def numerical_transmission(phi1, phi2, d, mb, k1, m1, k2, m2):
    """Integrate the Schroedinger equation from the outgoing wave backwards."""
    def rhs(x, y):
        phi = phi1 + (phi2 - phi1) * x / d
        return [mb * y[1], 2 * phi / HB2 * y[0]]
    start = np.array([1.0 + 0j, 1j * k2 / m2])
    sol = solve_ivp(rhs, (d, 0), start, method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    psi, flux_slope = sol.y[:, -1]
    incident = (psi + flux_slope / (1j * k1 / m1)) / 2
    return (k2 / m2) / (k1 / m1) / abs(incident)**2


def wkb_parameter(phi1, phi2, d, mb):
    smallest = wave_number(min(phi1, phi2), mb)
    return mb * abs(phi1 - phi2) / d / (2 * HB2 * smallest**3)


# Exponent against quadrature, including a vanishing gate-side barrier
for p1, p2, thick, mass in [(2, 1.3, 4, .2), (1, 2.5, 2, .5), (3, 0, 3, .4),
                            (2, 2, 3, .3), (2, 2 - 1e-9, 3, .3)]:
    direct = exponent_quadrature(
        lambda x: 2 * mass / HB2 * (p1 + (p2 - p1) * x / thick), thick)
    assert abs(exponent(p1, p2, thick, mass) / direct - 1) < 1e-7
    if p1 != p2 and abs(p1 - p2) > 1e-3:
        powers = (4 * np.sqrt(2 * mass / HB2) * thick
                  * (p1**1.5 - p2**1.5) / (3 * (p1 - p2)))
        assert abs(powers / direct - 1) < 1e-7

# Small-voltage laws, with the exact side from quadrature
small = 0.05
mean_root = quad(lambda u: np.sqrt(1 + small * u), -.5, .5, epsabs=1e-14)[0]
assert abs((1 - mean_root) / small**2 * 96 - 1) < 1e-3
tiny = 1e-4
mean_root = quad(lambda u: np.sqrt(1 - tiny * u), 0, 1, epsabs=1e-14)[0]
assert abs((1 - mean_root) / tiny * 4 - 1) < 1e-4

# Rectangular barriers, thin and thick: the matched formula must be exact
for thick in (0.2, 0.7, 3.0):
    k_el = wave_number(1.2, 1.0)
    args = (2.0, 2.0, thick, 0.3, k_el, 1.0, k_el, 1.0)
    r = ratios(2.0, 2.0, 0.3, k_el, 1.0, k_el, 1.0)[0]
    sh = np.sinh(wave_number(2.0, 0.3) * thick)
    rectangle = 1 / (1 + (1 + r**2)**2 * sh**2 / (4 * r**2))
    reference = numerical_transmission(*args)
    assert abs(rectangle / reference - 1) < 1e-6
    assert abs(wkb_transmission(*args) / reference - 1) < 1e-6

# First-order WKB error must fall as 1/d at fixed end heights
errors = []
for thick in (3.0, 6.0):
    args = (2.0, 1.0, thick, 0.5, wave_number(.5, 1), 1.0,
            wave_number(20, 1), 1.0)
    errors.append(np.log(numerical_transmission(*args) / wkb_transmission(*args)))
error_ratio = errors[0] / errors[1]
assert 1.8 < error_ratio < 2.2

# Worked example: rough values in the regime of monolayer MoS2 under HfO2
phi1, mb, d, vox = 2.0, 0.2, 4.0, 0.7
well_width, mc, mg, gate_depth = 0.6, 1.0, 1.0, 5.0
eps_static, eps_optical, gap = 18.0, 4.0, 5.8
m_par, valleys_spins, temperature = 0.5, 4, 300.0
breakdown, lattice, trap_area = 5.0, 0.316, 1.0
phi2, field = phi1 - vox, vox / d
kap1, kap2 = wave_number(phi1, mb), wave_number(phi2, mb)
k1 = brentq(lambda k: k * well_width - np.pi
            + np.arctan(k / mc / (kap1 / mb)), 0.1, np.pi / well_width)
eps1 = HB2 * k1**2 / (2 * mc)
eps2 = gate_depth + vox
k2 = wave_number(eps2, mg)
example = (phi1, phi2, d, mb, k1, mc, k2, mg)
two_s = exponent(phi1, phi2, d, mb)
rho1, rho2 = ratios(phi1, phi2, mb, k1, mc, k2, mg)
prefactor = 16 * rho1 * rho2 / ((1 + rho1**2) * (1 + rho2**2))
t_wkb = wkb_transmission(*example)
t_num = numerical_transmission(*example)
assert abs(prefactor * np.exp(-two_s) / t_wkb - 1) < 1e-6

# Voltage table; to first order the log error is bounded by twice eta
table = []
for v in (0.0, 0.35, 0.7, 1.4):
    args = (phi1, phi1 - v, d, mb, k1, mc, wave_number(gate_depth + v, mg), mg)
    tw, tn = wkb_transmission(*args), numerical_transmission(*args)
    eta = wkb_parameter(phi1, phi1 - v, d, mb)
    assert abs(np.log(tn / tw)) < 2.5 * eta + 1e-6
    table.append((v, exponent(phi1, phi1 - v, d, mb), tw, tn, eta))

# Escape of the quasi-bound level: round trip against the complex pole
trip = (2 * well_width * mc / (HB2 * k1)
        + rho1 / (1 + rho1**2) * (1 / eps1 + 1 / phi1))      # time/hbar, 1/eV
width_wkb = t_wkb / trip
mp.mp.dps = 40
airy_scale = mp.cbrt(mp.mpf(2 * mb * field / HB2))


def pole_mismatch(shift):
    """Mismatch at the channel interface for energy eps1 + shift."""
    za = airy_scale * (phi1 - shift) / field
    zb = airy_scale * (phi2 - shift) / field
    k_gate = mp.sqrt(2 * mg * (eps2 + shift) / HB2)
    q = -mb * 1j * k_gate / mg / airy_scale
    a = mp.pi * (mp.airybi(zb, derivative=1) - q * mp.airybi(zb))
    b = mp.pi * (q * mp.airyai(zb) - mp.airyai(zb, derivative=1))
    psi = a * mp.airyai(za) + b * mp.airybi(za)
    slope = -airy_scale / mb * (a * mp.airyai(za, derivative=1)
                                + b * mp.airybi(za, derivative=1))
    k_well = mp.sqrt(2 * mc * (eps1 + shift) / HB2)
    return (mp.sin(k_well * well_width) * slope / psi
            - k_well / mc * mp.cos(k_well * well_width))


pole = mp.findroot(pole_mismatch, (mp.mpc(0), mp.mpc("0.001")))
width_pole = float(-2 * mp.im(pole))
assert abs(float(mp.re(pole))) < 0.02
assert abs(width_wkb / width_pole - 1) < 0.03
rate = width_wkb / HBAR
density = eps_static * field / (4 * np.pi * E2)              # 1/nm^2
current = const.e * density * 1e14 * rate                    # A/cm^2

# Sensitivity of the exponent to the barrier height at fixed field
sensitivity = 4 * mb * d / (HB2 * (kap1 + kap2))
step = 1e-4
difference = (exponent(phi1 + step, phi2 + step, d, mb)
              - exponent(phi1 - step, phi2 - step, d, mb)) / (2 * step)
assert abs(sensitivity / difference - 1) < 1e-6

# Size of the neglected effects
height = lambda x: phi1 - field * x
image_constant = E2 / (4 * eps_optical)
turning = brentq(lambda s: height(d - s) - image_constant / s, 1e-3, 1.0)
image_exponent = exponent_quadrature(
    lambda x: 2 * mb / HB2 * (height(x) - image_constant / max(d - x, 1e-12)),
    d, points=[d - turning])
franz_exponent = exponent_quadrature(
    lambda x: 2 * mb / HB2 * height(x) * (1 - height(x) / gap), d)
kt = KB * temperature
dos = valleys_spins * m_par / (2 * np.pi * HB2)              # 1/(eV nm^2)
fermi_zero = density / dos
mu = kt * np.log(np.expm1(density / (dos * kt)))
occupation = lambda e: 1 / (np.exp((e - mu) / kt) + 1)
top = max(mu, 0) + 40 * kt
norm = quad(occupation, 0, top)[0]
assert abs(norm * dos / density - 1) < 1e-6


def occupation_average(slope):
    return quad(lambda e: occupation(e) * np.exp(slope * e), 0, top)[0] / norm


relaxed = occupation_average(sensitivity)
conserved = occupation_average(sensitivity * (1 - m_par / mb))
k_valley = 4 * np.pi / (3 * lattice)
valley_exponent = exponent_from_kappas(np.hypot(kap1, k_valley),
                                       np.hypot(kap2, k_valley), d)
valley_direct = exponent_quadrature(
    lambda x: 2 * mb / HB2 * height(x) + k_valley**2, d)
assert abs(valley_exponent / valley_direct - 1) < 1e-8
trap_density = np.exp(-two_s / 2) / trap_area * 1e14
thin_gain = np.exp(two_s - exponent(phi1, phi2, d - 0.1, mb))
mismatch = 0.5
built_in = exponent(phi1, phi1 - mismatch, d, mb)
flat = exponent(phi1, phi1, d, mb)

print(f"barrier phi1, phi2: {phi1:.2f}, {phi2:.2f} eV")
print(f"barrier mass: {mb:.2f} m0; thickness: {d:.1f} nm")
print(f"insulator voltage: {vox:.2f} V; field: {field*10:.2f} MV/cm")
print(f"well width: {well_width:.2f} nm; well, gate masses: {mc:.1f}, {mg:.1f} m0")
print(f"gate kinetic energy at zero voltage, here: {gate_depth:.1f}, {eps2:.1f} eV")
print(f"kappa1, kappa2: {kap1:.4f}, {kap2:.4f} 1/nm")
print(f"exponent 2S: {two_s:.4f}; exp(-2S): {np.exp(-two_s):.4e}")
print(f"channel k1: {k1:.4f} 1/nm; normal kinetic energy: {eps1:.4f} eV")
print(f"gate k2: {k2:.4f} 1/nm")
print(f"velocity ratios rho1, rho2: {rho1:.4f}, {rho2:.4f}")
print(f"interface prefactor: {prefactor:.4f}")
print(f"transmission WKB, numerical: {t_wkb:.4e}, {t_num:.4e}")
for v, ex, tw, tn, eta in table:
    print(f"V={v:.2f} V: 2S={ex:.4f}, T WKB={tw:.4e}, "
          f"T numerical={tn:.4e}, eta={eta:.4f}")
print(f"WKB log errors at 3 and 6 nm: {errors[0]:.5f}, {errors[1]:.5f}")
print(f"ratio of these errors: {error_ratio:.3f}")
print(f"round-trip time: {trip*HBAR*1e15:.4f} fs")
print(f"level width WKB, complex pole: {width_wkb:.4e}, {width_pole:.4e} eV")
print(f"escape rate: {rate:.4e} 1/s")
print(f"static permittivity: {eps_static:.0f}; density: {density*1e14:.4e} 1/cm2")
print(f"leakage current density: {current:.4e} A/cm2")
print(f"built-in mismatch at zero applied bias: {mismatch:.2f} eV")
print(f"2S with mismatch, rectangle: {built_in:.4f}, {flat:.4f}")
print(f"exp(-2S) gain from mismatch: {np.exp(flat-built_in):.3f}")
print(f"rough breakdown field: {breakdown:.1f} MV/cm; "
      f"used fraction: {field*10/breakdown:.3f}")
print(f"Fowler-Nordheim onset: {phi1:.2f} V, {phi1/d*10:.2f} MV/cm")
print(f"optical permittivity: {eps_optical:.1f}; 2S with image: {image_exponent:.4f}")
print(f"exp(-2S) gain from gate image force: {np.exp(two_s-image_exponent):.3f}")
print(f"insulator gap: {gap:.1f} eV; two-band 2S: {franz_exponent:.4f}")
print(f"exp(-2S) gain from two-band dispersion: {np.exp(two_s-franz_exponent):.2f}")
print(f"temperature: {temperature:.0f} K; kT: {kt*1000:.2f} meV")
print(f"in-plane mass: {m_par:.2f} m0; spin-valley count: {valleys_spins}")
print(f"zero-temperature Fermi energy: {fermi_zero*1000:.2f} meV")
print(f"exponent sensitivity d(2S)/dphi1: {sensitivity:.4f} 1/eV")
print(f"occupation factor, momentum relaxed: {relaxed:.3f}")
print(f"occupation factor, small momentum conserved: {conserved:.3f}")
print(f"thermionic Boltzmann factor: {np.exp(-phi1/kt):.3e}")
print(f"exp(-2S) gain if 0.1 nm thinner, same voltage: {thin_gain:.3f}")
print(f"lattice constant: {lattice:.3f} nm; K wave number: {k_valley:.3f} 1/nm")
print(f"2S if K momentum were conserved: {valley_exponent:.2f}")
print(f"trap capture area: {trap_area:.1f} nm2")
print(f"trap density matching direct tunnelling: {trap_density:.2e} 1/cm2")
print("finished without a failed check")
```

Printed output:

```
barrier phi1, phi2: 2.00, 1.30 eV
barrier mass: 0.20 m0; thickness: 4.0 nm
insulator voltage: 0.70 V; field: 1.75 MV/cm
well width: 0.60 nm; well, gate masses: 1.0, 1.0 m0
gate kinetic energy at zero voltage, here: 5.0, 5.7 eV
kappa1, kappa2: 3.2402, 2.6123 1/nm
exponent 2S: 23.4998; exp(-2S): 6.2256e-11
channel k1: 4.7597 1/nm; normal kinetic energy: 0.8632 eV
gate k2: 12.2314 1/nm
velocity ratios rho1, rho2: 0.2938, 0.9364
interface prefactor: 2.1589
transmission WKB, numerical: 1.3441e-10, 1.3494e-10
V=0.00 V: 2S=25.9214, T WKB=1.1274e-11, T numerical=1.1274e-11, eta=0.0000
V=0.35 V: 2S=24.7519, T WKB=3.7624e-11, T numerical=3.7690e-11, eta=0.0045
V=0.70 V: 2S=23.4998, T WKB=1.3441e-10, T numerical=1.3494e-10, eta=0.0129
V=1.40 V: 2S=20.6306, T WKB=2.2131e-09, T numerical=2.2702e-09, eta=0.0822
WKB log errors at 3 and 6 nm: 0.02186, 0.01112
ratio of these errors: 1.967
round-trip time: 2.4730 fs
level width WKB, complex pole: 3.5774e-11, 3.5566e-11 eV
escape rate: 5.4350e+04 1/s
static permittivity: 18; density: 1.7408e+13 1/cm2
leakage current density: 1.5159e-01 A/cm2
built-in mismatch at zero applied bias: 0.50 eV
2S with mismatch, rectangle: 24.2266, 25.9214
exp(-2S) gain from mismatch: 5.446
rough breakdown field: 5.0 MV/cm; used fraction: 0.350
Fowler-Nordheim onset: 2.00 V, 5.00 MV/cm
optical permittivity: 4.0; 2S with image: 22.3787
exp(-2S) gain from gate image force: 3.068
insulator gap: 5.8 eV; two-band 2S: 19.8423
exp(-2S) gain from two-band dispersion: 38.76
temperature: 300 K; kT: 25.85 meV
in-plane mass: 0.50 m0; spin-valley count: 4
zero-temperature Fermi energy: 41.67 meV
exponent sensitivity d(2S)/dphi1: 7.1756 1/eV
occupation factor, momentum relaxed: 1.354
occupation factor, small momentum conserved: 0.698
thermionic Boltzmann factor: 2.520e-34
exp(-2S) gain if 0.1 nm thinner, same voltage: 1.799
lattice constant: 0.316 nm; K wave number: 13.256 1/nm
2S if K momentum were conserved: 108.63
trap capture area: 1.0 nm2
trap density matching direct tunnelling: 7.89e+08 1/cm2
finished without a failed check
```
